# Tunnelling through a rectangular barrier: exact transmission, opaque limit and WKB, part 2

A particle of mass \(m\) and energy \(0<E<V_0\) meets a rectangular barrier of height \(V_0\) on \(0<x<d\), with \(V=0\) outside. SI units are used. The wave function obeys

\[ \psi''(x)=\frac{2m}{\hbar^2}\,[V(x)-E]\,\psi(x), \tag{1} \]

\[ k=\frac{\sqrt{2mE}}{\hbar},\qquad \kappa=\frac{\sqrt{2m(V_0-E)}}{\hbar},\qquad k^2+\kappa^2=\frac{2mV_0}{\hbar^2}, \tag{2} \]

\[ u=e^{-2\kappa d},\qquad P=\frac{16k^2\kappa^2}{(k^2+\kappa^2)^2}. \tag{3} \]

For unit incident amplitude, \(r\) and \(\tau\) are the reflected and transmitted amplitudes, and \(T\) is the transmission:

\[ T=|\tau|^2,\qquad |r|^2+T=1. \tag{5} \]

\[ \frac1\tau=\cosh\kappa d+i\,\frac{\kappa^2-k^2}{2k\kappa}\sinh\kappa d,\qquad r=-i\tau\,\frac{k^2+\kappa^2}{2k\kappa}\sinh\kappa d. \tag{9} \]

\[ T=\left[1+\frac{(k^2+\kappa^2)^2}{4k^2\kappa^2}\sinh^2\kappa d\right]^{-1}=\left[1+\frac{4}{P}\sinh^2\kappa d\right]^{-1}. \tag{10} \]

\[ T=\frac{Pu}{1+(P-2)u+u^2}. \tag{11} \]

For \(u\ll1\) this tends to the opaque value:

\[ T_{\rm op}=Pu=\frac{16k^2\kappa^2}{(k^2+\kappa^2)^2}\,e^{-2\kappa d}. \tag{12} \]

\[ P=16\,\frac{E}{V_0}\left(1-\frac{E}{V_0}\right). \tag{13} \]

\[ \frac{T_{\rm op}}{T}-1=(P-2)u+u^2,\qquad \left|\frac{T_{\rm op}}{T}-1\right|\le 2u+u^2. \tag{14} \]

Face amplitudes and the sum over internal round trips:

\[ t_{\rm in}=\frac{2k}{k+i\kappa},\qquad \rho=\frac{\kappa+ik}{\kappa-ik},\qquad t_{\rm out}=\frac{2\kappa}{\kappa-ik}=\frac{2i\kappa}{k+i\kappa}. \tag{15} \]

\[ \tau=\frac{t_{\rm in}t_{\rm out}\,e^{-\kappa d}}{1-\rho^2u}=t_{\rm in}t_{\rm out}\,e^{-\kappa d}\sum_{n=0}^\infty(\rho^2u)^n. \tag{16} \]

For a general barrier, \(\hbar k(x)=\sqrt{2m(E-V)}\) outside and \(\hbar\kappa(x)=\sqrt{2m(V-E)}\) inside the turning points \(x_1<x_2\), where \(V=E\). The WKB function \(w=\kappa^{-1/2}\exp(\mp\int\kappa)\) obeys

\[ \frac{w''}{w}=\kappa^2+\frac34\left(\frac{\kappa'}{\kappa}\right)^2-\frac{\kappa''}{2\kappa}. \tag{19} \]

The WKB estimate is

\[ T_{\rm WKB}=e^{-2\theta},\qquad \theta=\int_{x_1}^{x_2}\kappa(x)\,dx. \tag{20} \]

The real solution \(f_L\) decaying into the barrier from the left defines the edge constant \(\alpha\):

\[ f_L=\kappa^{-1/2}e^{-\int_{x_1}^x\kappa}\ \text{ inside},\qquad f_L=k^{-1/2}\big(\alpha e^{i\Phi}+\alpha^*e^{-i\Phi}\big)\ \text{ for } x<x_1, \tag{21} \]

with \(\Phi=\int_{x_1}^xk\,dx'\). For a symmetric barrier with \(e^{-2\theta}\ll1\),

\[ T\approx\frac{e^{-2\theta}}{|\alpha|^4}. \tag{23} \]

An abrupt edge gives

\[ |\alpha|^2=\frac14\left(\frac k\kappa+\frac\kappa k\right)=\frac{k^2+\kappa^2}{4k\kappa},\qquad |\alpha|^{-4}=P. \tag{24} \]

Next, \(\alpha\) is found for a smooth edge.

**Smooth edge.** Near \(x_1\) let \(V-E\approx V'(x_1)(x-x_1)\) with \(V'(x_1)>0\). Define \(\ell^{-3}=2mV'(x_1)/\hbar^2\) and \(z=(x-x_1)/\ell\). Then (1) becomes the Airy equation \(y''=zy\), the primes now meaning \(d/dz\). For any \(c>0\), consider the integral upward along the line \(t=c+is\),

\[ y(z)=\frac1i\int_{c-i\infty}^{c+i\infty}e^{\varphi(t)}\,dt,\qquad \varphi(t)=\frac{t^3}{3}-zt. \tag{25} \]

On this line \(\mathrm{Re}\,\varphi=c^3/3-cs^2-zc\), so the integral converges like a Gaussian. It solves the equation, because \(y''-zy=(1/i)\int(t^2-z)e^\varphi dt\) is the integral of the total derivative \(d(e^{\varphi})/dt\), and \(e^\varphi\) vanishes at both ends. It does not depend on \(c\), by Cauchy's theorem, since the integrand is entire and vanishes on the horizontal connecting segments at large \(|s|\).

For \(z>0\) choose \(c=\sqrt z\), where \(\varphi'=0\). Expanding the cube, the terms linear in \(s\) cancel and \(\varphi=-\zeta-\sqrt z\,s^2-is^3/3\), with \(\zeta=\tfrac23|z|^{3/2}\). The sine part is odd in \(s\) and integrates to zero, so

\[ y=e^{-\zeta}\int_{-\infty}^\infty e^{-\sqrt z\,s^2}\cos\frac{s^3}{3}\,ds\approx\sqrt\pi\,z^{-1/4}e^{-\zeta}. \tag{26} \]

The Gaussian confines \(s\) to \(|s|\lesssim z^{-1/4}\), where the cosine differs from one by order \(s^6\sim z^{-3/2}\). This is the decaying solution.

For \(z=-Z<0\) the points with \(\varphi'=0\) are \(t=\pm i\sqrt Z\). About \(t_0=i\sqrt Z\) the cubic is exactly \(\varphi=i\zeta+i\sqrt Z\,(t-t_0)^2+(t-t_0)^3/3\). On the line \(t=t_0+se^{i\pi/4}\) one has \(i(t-t_0)^2=-s^2\), and

\[ \mathrm{Re}\,\varphi=-s^2\left(\sqrt Z+\frac{s}{3\sqrt2}\right). \]

This line meets the real axis at \(s=-\sqrt{2Z}\), the point \(t=-\sqrt Z\), and for all \(s\ge-\sqrt{2Z}\) the bracket is at least \(\tfrac23\sqrt Z\). Deform the contour of (25) into this half-line, run outward, preceded by its mirror image in the real axis, run inward. The deformation is allowed: between the old and new contours, at large \(t=t_1+it_2\) with \(|t_2|\ge t_1\ge c\), \(\mathrm{Re}\,\varphi=t_1(t_1^2/3-t_2^2+Z)\le-t_1(2t_2^2/3-Z)\), which tends to \(-\infty\). On the upper half-line the integrand is concentrated in \(|s|\lesssim Z^{-1/4}\), where the cubic term is small, and \(dt=e^{i\pi/4}ds\). Its contribution is \((1/i)e^{i\pi/4}e^{i\zeta}\sqrt\pi Z^{-1/4}=\sqrt\pi Z^{-1/4}e^{i(\zeta-\pi/4)}\). The mirror half gives the complex conjugate: \(\varphi(t^*)=\varphi(t)^*\), and the sign from the reversed direction compensates that of \((1/i)^*=-1/i\). Hence

\[ y(-Z)\approx\sqrt\pi\,Z^{-1/4}\left[e^{i(\zeta-\pi/4)}+e^{-i(\zeta-\pi/4)}\right]. \tag{27} \]

In the linear region \(\kappa=\sqrt z/\ell\) and \(\int_{x_1}^x\kappa\,dx'=\zeta\) inside, while \(k=\sqrt Z/\ell\) and \(\Phi=-\zeta\) outside. Multiplying \(y\) by \(\sqrt{\ell/\pi}\) turns (26) and (27) into (21) with

\[ \alpha=e^{i\pi/4},\qquad|\alpha|=1,\qquad T\approx e^{-2\theta}. \tag{28} \]

The derivation needs \(V\) to be linear over many lengths \(\ell\). If \(V\) rises by about \(V_0\) over a width \(a\), then \(\ell^{-3}\sim2mV_0/(\hbar^2a)=(k^2+\kappa^2)/a\), with \(k\) and \(\kappa\) the plateau values (2), and \((a/\ell)^3\sim(k^2+\kappa^2)a^2\). For \(k\) and \(\kappa\) of similar size, (28) holds when \(\kappa a\gg1\) and (24) when \(\kappa a\ll1\). A rectangular barrier lies in the second class however thick it is.

### Comparison and limits

From (11) and (20), for the rectangle,

\[ \frac{T}{T_{\rm WKB}}=\frac{P}{1+(P-2)u+u^2}\to P,\qquad \ln T=-2\kappa d+\ln P+O(u). \tag{29} \]

Unless \(P=1\), the ratio does not approach one as the barrier thickens. What improves is the relative accuracy of the logarithm, since \(2\kappa d\) grows while \(\ln P\) stays fixed. Writing \(Pe^{-2\kappa d}=e^{-2\kappa(d-\Delta d)}\) shows that the prefactor is equivalent to a change of width,

\[ \Delta d=\frac{\ln P}{2\kappa}. \tag{30} \]

The slope of \(\ln T\) follows from (11). With \(N=1+(P-2)u+u^2\) and \(u'=-2\kappa u\) for the derivative with respect to the width, \((\ln T)'=-2\kappa\,[1-u(P-2+2u)/N]\), and \(N-u(P-2)-2u^2=1-u^2\), so

\[ \frac{\partial\ln T}{\partial d}=-2\kappa\,\frac{1-u^2}{1+(P-2)u+u^2}\to-2\kappa. \tag{31} \]

In a one-dimensional model of the scanning tunnelling microscope the current at small bias is taken proportional to \(T\) at a fixed electron energy, with \(d\) the vacuum gap. The apparent barrier height \((\hbar^2/8m)(\partial\ln T/\partial d)^2\) then tends to \(\hbar^2\kappa^2/2m=V_0-E\), free of \(P\). The prefactor affects the absolute current, and through (30) any absolute distance inferred from it. Within this model, (20) therefore serves for the distance dependence in the opaque range. In a real gap the image potential changes the barrier with \(d\), and electrons with different transverse energies tunnel with different \(\kappa\). At gaps of a nanometre or less the apparent height can then differ noticeably from \(V_0-E\).

Three limits show where the approximations fail. As \(E\to0\), \(P\approx16E/V_0\to0\) and (10) gives \(T\approx4E/(V_0\sinh^2\kappa d)\to0\). The opaque formula follows this with the error bound (14) intact, while \(T_{\rm WKB}\) stays finite, so its ratio to \(T\) diverges. As \(E\to V_0\) at fixed \(d\), \(\kappa\to0\) and \(\sinh\kappa d\to\kappa d\), and (10) gives \(1/T\to1+k^4\kappa^2d^2/(4k^2\kappa^2)=1+k^2d^2/4\), that is

\[ T(E=V_0)=\left[1+\frac{mV_0d^2}{2\hbar^2}\right]^{-1}. \tag{32} \]

Here \(u\to1\), so \(T_{\rm op}\to0\) and \(T_{\rm WKB}\to1\), and both are wrong. As \(d\to0\), (10) gives \(T=1-4\kappa^2d^2/P+\dots\), whereas \(T_{\rm op}\to P\) and \(T_{\rm WKB}=1-2\kappa d+\dots\), which has the right limit but a spurious linear term.

### Worked example: a model vacuum gap

The inputs are chosen as \(V_0-E=4.3\) eV \(=6.8894\times10^{-19}\) J, \(E=5.0\) eV \(=8.0109\times10^{-19}\) J, both model values, and \(d=0.5\) nm. Thus \(V_0=9.3\) eV. The flat top is an idealisation: between two plane metal surfaces this far apart, the classical image potential alone would lower the midpoint of the barrier by \(q_e^2\ln2/(4\pi\epsilon_0d)\approx2.0\) eV, with \(q_e\) the elementary charge. The numbers below therefore illustrate the formulas and do not predict the current through a real gap. With \(m=m_e=9.109384\times10^{-31}\) kg and \(\hbar=1.054572\times10^{-34}\) J s, (2) gives

\[ \kappa=\frac{\sqrt{2\,(9.109384\times10^{-31})(6.8894\times10^{-19})}}{1.054572\times10^{-34}}\ \mathrm{m^{-1}}=1.06236\times10^{10}\ \mathrm{m^{-1}}, \]

and likewise \(k=1.14558\times10^{10}\ \mathrm{m^{-1}}\). Then \(\kappa d=5.31181\), \(\sinh\kappa d=101.3562\) and \(T_{\rm WKB}=u=e^{-10.62363}=2.433425\times10^{-5}\). With \(E/V_0=0.53763\), (13) gives \(P=16\times0.53763\times(1-0.53763)=3.9773\), close to the maximum, and (24) gives \(|\alpha|^2=P^{-1/2}=0.50142\). From (10) and (12),

\[ T=\left[1+\frac{4\,(101.3562)^2}{3.97734}\right]^{-1}=9.6781\times10^{-5},\qquad T_{\rm op}=3.97734\times2.433425\times10^{-5}=9.6786\times10^{-5}. \]

The relative error (14) is \((3.97734-2)u+u^2=4.8118\times10^{-5}\), just under the bound \(4.8669\times10^{-5}\). The WKB value is low by the factor \(T/T_{\rm WKB}=3.97715\). In logarithms, \(\ln T=-9.24306\) against \(-10.62363\), the difference being close to \(\ln P=1.38061\). By (30) this equals a narrowing of the gap by \(\Delta d=1.38061/(2.124725\times10^{10}\ \mathrm{m^{-1}})=0.06498\) nm. The slope (31) is \(-2.124623\times10^{10}\ \mathrm{m^{-1}}\) against \(-2\kappa=-2.124725\times10^{10}\ \mathrm{m^{-1}}\), which gives an apparent barrier of \(4.29959\) eV for the true \(4.3\) eV. In the opaque range each additional \(0.1\) nm reduces \(T\) by a factor \(8.37\).

| \(d\) (nm) | \(\kappa d\) | \(T\) | \(T_{\rm op}\) | \(T_{\rm WKB}\) |
|---|---|---|---|---|
| 0.05 | 0.531 | 0.7625 | 1.3747 | 0.3456 |
| 0.10 | 1.062 | 0.3800 | 0.4752 | 0.1195 |
| 0.20 | 2.125 | \(5.520\times10^{-2}\) | \(5.6765\times10^{-2}\) | \(1.427\times10^{-2}\) |
| 0.30 | 3.187 | \(6.759\times10^{-3}\) | \(6.7815\times10^{-3}\) | \(1.705\times10^{-3}\) |
| 1.00 | 10.624 | \(2.355\times10^{-9}\) | \(2.355\times10^{-9}\) | \(5.922\times10^{-10}\) |

At \(0.05\) nm the opaque formula exceeds one. Its relative error falls from \(0.2505\) at \(0.10\) nm to \(0.02842\) at \(0.20\) nm and \(0.003374\) at \(0.30\) nm, while the WKB value stays low by a factor that approaches \(P\).

A slow electron with \(E=0.1\) eV under the same \(V_0-E\), so that \(V_0=4.4\) eV and \(\kappa\) and \(u\) are unchanged, has \(k=1.6201\times10^9\ \mathrm{m^{-1}}\) and \(P=0.35537\). Then \(T=8.6481\times10^{-6}\) and \(T_{\rm op}=8.6477\times10^{-6}\), slightly below \(T\) as (14) requires for \(P<2\), and \(T_{\rm WKB}=2.4334\times10^{-5}\) is now too high. The WKB value is thus neither an upper nor a lower bound. At the top of the original barrier, \(E=V_0=9.3\) eV, one finds \(mV_0d^2/(2\hbar^2)=15.2560\), and (32) gives \(T=1/(1+15.2560)=0.06152\).

The passage from (24) to (28) is seen by rounding the faces. Take \(V=V_0[\sigma(x/a)-\sigma((x-d)/a)]\) with \(\sigma(s)=1/(1+e^{-s})\), \(d=2\) nm and the same \(E\) and \(V_0\). Here \(T\) comes from numerical integration of (1), and \(\theta\) from quadrature of (20).

| \(a\) (nm) | \(\kappa a\) | \(\theta\) | \(T\) | \(Te^{2\theta}\) |
|---|---|---|---|---|
| 0.001 | 0.0106 | 21.2261 | \(1.3949\times10^{-18}\) | 3.8128 |
| 0.010 | 0.1062 | 21.0353 | \(1.4386\times10^{-18}\) | 2.6850 |
| 0.030 | 0.3187 | 20.6113 | \(2.0612\times10^{-18}\) | 1.6477 |
| 0.100 | 1.0624 | 19.1274 | \(2.7942\times10^{-17}\) | 1.1485 |
| 0.300 | 3.1871 | 14.8509 | \(1.3200\times10^{-13}\) | 1.0470 |

For this \(E\) and \(V_0\) the prefactor falls steadily toward one over the range of the table. At fixed \(d\) the trend does not continue indefinitely. The top of the rounded barrier is \(V_0\tanh(d/4a)\), which sinks to \(E\) near \(a\approx0.83\) nm. Before that the barrier ceases to be opaque and \(Te^{2\theta}\) drops below one (0.92 at \(a=0.8\) nm). In the first row it is \(3.8128\) and not \(3.977\), although \(T\) is almost the sharp value \(1.3946\times10^{-18}\). The difference comes from \(\theta\), which has already dropped from \(\kappa d=21.2473\) to \(21.2261\): the integral \(\theta\) responds to the rounding, while the wave, whose length scale is far larger than \(a\), hardly does. At these energies, where \(k\approx\kappa\), the plain WKB value is already much closer than \(Pe^{-2\theta}\) at \(\kappa a\approx1\); the face \(\sigma(x/a)\) rises over about \(4a\). This does not carry over to \(k\) well below \(\kappa\). With the same \(V_0-E\) and \(a=0.1\) nm the prefactor is 1.46 at \(E=0.5\) eV, where \(P=1.49\), and 0.56 at \(E=0.02\) eV, where \(P=0.074\). For such energies neither one nor \(P\) can be assumed. Across the table \(T\) rises by five orders of magnitude through \(\theta\) while the prefactor changes by less than a factor of four. Almost all of this rise comes from the two rows with \(\kappa a\gtrsim1\); up to \(a=0.030\) nm \(T\) changes by only a factor 1.5, less than \(P\). These proportions belong to the present \(E\) and \(V_0\).

The numerical check below solves the four matching conditions symbolically and confirms (5), the first relation of (9), (10) and (11). It integrates (1) directly for fifteen combinations of energy and width and compares the result with (10), (14) and the explicit sum (16). From the integrated equation it also obtains \(P\), its maximum, the energies where \(P=1\), the slope (31) by finite differences and the value (32), and it produces the table for rounded faces. Finally it carries the decaying WKB function through the Airy equation from \(z=30\) to \(z=-30\) and finds \(|\alpha|=1.00064\). The small excess is explained by (19). For \(\kappa=\sqrt z\) the WKB function obeys \(w''/w=z+5/(16z^2)\), so it decays faster than the true solution by the rate \(5/(32z^{5/2})\). Integrating this rate from \(z\) to infinity shows that the true solution with the same normalization at infinity is smaller than \(w\) by the fraction \(5/(48z^{3/2})\), and starting from \(w\) raises \(|\alpha|\) by this fraction, which at \(z=30\) has the sign and size observed.

## Calculated quantities

```
hbar = 1.054572e-34 J s, m_e = 9.109384e-31 kg, e = 1.602177e-19 C
inputs: E = 5.0 eV, V0-E = 4.3 eV, V0 = 9.3 eV, d = 0.5 nm
in SI: E = 8.0109e-19 J, V0-E = 6.8894e-19 J, V0 = 1.4900e-18 J
k = 1.14558e+10 1/m, kappa = 1.06236e+10 1/m, E/V0 = 0.53763
kappa d = 5.31181, 2 kappa d = 10.62363, sinh(kappa d) = 101.3562
P = 3.97734, ln P = 1.38061, |alpha|^2 abrupt = 0.50142
T exact = 9.678090e-05, T integrated = 9.678090e-05
T opaque = 9.678555e-05, T WKB = u = 2.433425e-05
T_op/T - 1 = 4.8118e-05, bound 2u+u^2 = 4.8669e-05
T/T_WKB = 3.97715, ln T = -9.24306, ln T_WKB = -10.62363
d ln T/dd = -2.124623e+10 1/m, -2 kappa = -2.124725e+10 1/m
apparent barrier = 4.29959 eV
factor per 0.1 nm = 8.3706, shift ln P/(2 kappa) = 0.06498 nm
P = 1 at E/V0 = 0.06699 and 0.93301; P max = 4 at E/V0 = 0.5
table: d (nm), kappa d, T exact, T opaque, T WKB, T_op/T - 1
  0.05 0.531 7.6250e-01 1.3747e+00 3.4564e-01 8.029e-01
  0.10 1.062 3.7997e-01 4.7516e-01 1.1947e-01 2.505e-01
  0.20 2.125 5.5196e-02 5.6765e-02 1.4272e-02 2.842e-02
  0.30 3.187 6.7587e-03 6.7815e-03 1.7050e-03 3.374e-03
  0.50 5.312 9.6781e-05 9.6786e-05 2.4334e-05 4.812e-05
  1.00 10.624 2.3552e-09 2.3552e-09 5.9216e-10 1.171e-09
slow electron E = 0.1 eV, V0 = 4.4 eV: k = 1.6201e+09 1/m, P = 0.35537
  T exact = 8.6481e-06, T opaque = 8.6477e-06, T WKB = 2.4334e-05
E = V0 = 9.3 eV, d = 0.5 nm: m V0 d^2/(2 hbar^2) = 15.2560, T = 0.06152
Airy connection: |alpha| = 1.00064 (matched at z = +-30)
smooth edges, d = 2.0 nm: a (nm), kappa a, theta, T, T exp(2 theta)
  0.001 0.0106 21.2261 1.3949e-18 3.8128
  0.010 0.1062 21.0353 1.4386e-18 2.6850
  0.030 0.3187 20.6113 2.0612e-18 1.6477
  0.100 1.0624 19.1274 2.7942e-17 1.1485
  0.300 3.1871 14.8509 1.3200e-13 1.0470
sharp 2 nm barrier: kappa d = 21.2473, T = 1.3946e-18
```
